# Drift-Induced Spin-Orbit Field with Equal Rashba and Dresselhaus Couplings

## Problem

Electrons of charge \(-e\) and isotropic mass \(m\) fill one subband of a (001) quantum well in a zinc-blende crystal. The \(x\) axis lies along [100] and the \(y\) axis along [010]. The Hamiltonian is

\[
H=\frac{\hbar^2k^2}{2m}+H_{\rm so},\qquad
H_{\rm so}=\alpha(k_y\sigma_x-k_x\sigma_y)+\beta(k_x\sigma_x-k_y\sigma_y),
\]

where \(\alpha\) is the Rashba coupling, which needs a well without up-down symmetry, and \(\beta\) is the linear Dresselhaus coupling, which comes from the crystal's lack of an inversion centre. Write \(H_{\rm so}=\mathbf w(\mathbf k)\cdot\boldsymbol\sigma\).

A uniform electric field \(\mathbf E\) drives a steady current. The \(2\times2\) spin density matrix \(F(\mathbf k)\) relaxes with a single time \(\tau\) towards its equilibrium form \(F_0\), a function of \(H\):

\[
-\frac{e\mathbf E}{\hbar}\cdot\nabla_kF+\frac{i}{\hbar}[H_{\rm so},F]=-\frac{F-F_0}{\tau}.
\]

The drift-induced spin-orbit field \(\mathbf B\) is the magnetic field whose Zeeman term equals the spin-orbit term with \(\mathbf w\) replaced by its mean: \(\tfrac12 g\mu_B\,\mathbf B\cdot\boldsymbol\sigma=\langle\mathbf w\rangle\cdot\boldsymbol\sigma\), with the average taken over all electrons.

**(a)** Find the mean wavevector in the steady state.

**(b)** Find \(|\langle\mathbf w\rangle|\) for any in-plane direction of drift. Which directions are extreme?

**(c)** Set \(\alpha=\beta\). Find \(\mathbf B\) as a function of the direction of the current.

**(d)** Where \(\mathbf B\) vanishes, do the single electrons feel no spin-orbit field?

**(e)** Evaluate the field for \(m=0.067\,m_0\), \(g=-0.4\), \(\alpha=\beta=0.3\) meV nm, mobility \(10^5\) cm²/Vs and \(E=1\) V/cm. The density is \(2\times10^{11}\) cm⁻² and the temperature 4 K.

**(f)** The Dresselhaus coupling also has a part cubic in \(\mathbf k\). What does it do to the result, if the well is 15 nm wide?

## Solution

### (a) Mean wavevector

Define \(\mathbf k_d=-e\mathbf E\tau/\hbar\) and take the spin trace of the kinetic equation. The trace of a commutator is zero, so spin precession drops out. With \(f={\rm Tr}\,F\) and \(f_0={\rm Tr}\,F_0\),

\[
f+\mathbf k_d\cdot\nabla_kf=f_0 .
\]

Integrating over \(\mathbf k\) shows that \(f\) and \(f_0\) hold the same number of electrons, because the gradient integrates to zero. Now multiply by any polynomial \(G(\mathbf k)\) and integrate by parts. The distribution falls off fast enough for the boundary terms to vanish, so

\[
\langle G\rangle=\langle G\rangle_0+\langle\mathbf k_d\cdot\nabla_kG\rangle, \tag{1}
\]

where the subscript 0 marks the equilibrium average.

Take \(G=k_x\) and then \(G=k_y\). The equilibrium energies are \(\hbar^2k^2/2m\pm|\mathbf w|\). They are even in \(\mathbf k\), because \(\mathbf w\) is odd. Hence \(\langle\mathbf k\rangle_0=0\) and

\[
\langle\mathbf k\rangle=\mathbf k_d .
\]

This holds in the model for any strength of \(\mathbf E\) and for any \(\alpha\) and \(\beta\).

### (b) Mean spin-orbit field for any direction

Collecting the factors of \(\sigma_x\) and \(\sigma_y\) gives

\[
\mathbf w(\mathbf k)=(\alpha k_y+\beta k_x,\;-\alpha k_x-\beta k_y).
\]

Each component is linear in \(\mathbf k\), so the average of \(\mathbf w\) is \(\mathbf w\) at the average wavevector: \(\langle\mathbf w\rangle=\mathbf w(\mathbf k_d)\). The shape of the distribution does not matter.

Let \(\mathbf k_d=k_d(\cos\varphi,\sin\varphi)\). Then

\[
\begin{aligned}
|\langle\mathbf w\rangle|^2&=k_d^2\left[(\alpha\sin\varphi+\beta\cos\varphi)^2+(\alpha\cos\varphi+\beta\sin\varphi)^2\right]\\
&=k_d^2\left[(\alpha^2+\beta^2)(\sin^2\varphi+\cos^2\varphi)+4\alpha\beta\sin\varphi\cos\varphi\right],
\end{aligned}
\]

and, with \(2\sin\varphi\cos\varphi=\sin2\varphi\),

\[
|\langle\mathbf w\rangle|=k_d\sqrt{\alpha^2+\beta^2+2\alpha\beta\sin2\varphi}. \tag{2}
\]

The eigenvalues of \(\langle\mathbf w\rangle\cdot\boldsymbol\sigma\) are \(\pm|\langle\mathbf w\rangle|\), so the spin splitting produced by the drift is \(2|\langle\mathbf w\rangle|\).

The extremes lie where \(\sin2\varphi=\pm1\), which are the two diagonals. At \(\varphi=45^\circ\), along [110], the root is \(|\alpha+\beta|\). At \(\varphi=-45^\circ\), along \([1\bar10]\), it is \(|\alpha-\beta|\). If \(\alpha\) and \(\beta\) have the same sign, the first is the maximum and the second the minimum. With one coupling alone, the magnitude is the same in every direction, so the anisotropy needs both.

The two contributions, taken for positive \(\alpha\) and \(\beta\), show why. For \(\mathbf k_d\) along [110], the Rashba vector \(\alpha(k_y,-k_x)\) and the Dresselhaus vector \(\beta(k_x,-k_y)\) both point along \((1,-1)\), and they add. For \(\mathbf k_d\) along \([1\bar10]\), the Rashba vector points along \((-1,-1)\) and the Dresselhaus vector along \((1,1)\), and they oppose each other.

### (c) Equal couplings

For \(\alpha=\beta\) both components contain the same sum:

\[
\mathbf w=\alpha(k_x+k_y)(1,-1).
\]

Introduce the unit vectors \(\mathbf e_+=(1,1)/\sqrt2\) along [110] and \(\mathbf e_-=(1,-1)/\sqrt2\) along \([1\bar10]\), together with \(k_+=\mathbf k\cdot\mathbf e_+\) and \(\sigma_n=\boldsymbol\sigma\cdot\mathbf e_-\). Since \(k_x+k_y=\sqrt2\,k_+\) and \((1,-1)=\sqrt2\,\mathbf e_-\),

\[
\mathbf w=2\alpha k_+\,\mathbf e_-,\qquad H_{\rm so}=2\alpha k_+\sigma_n. \tag{3}
\]

The question concerns the direction of the current, so the mean velocity is needed as well. The velocity operator is

\[
\mathbf v=\frac1\hbar\nabla_kH=\frac{\hbar\mathbf k}{m}+\frac{2\alpha}{\hbar}\sigma_n\mathbf e_+ .
\]

Its second term could turn the current away from \(\mathbf k_d\) if there were a net spin along \(\mathbf e_-\). To find that spin, multiply the kinetic equation by \(\sigma_n\), take the trace and integrate over \(\mathbf k\):

- The gradient term integrates to zero.
- The precession term contains \({\rm Tr}(\sigma_n[H_{\rm so},F])={\rm Tr}([\sigma_n,H_{\rm so}]F)\), which is zero by (3).
- What remains is \(\langle\sigma_n\rangle=\langle\sigma_n\rangle_0\).

In equilibrium the spin density at \(\mathbf k\) lies along \(\mathbf w(\mathbf k)\), with a weight that depends on the even energies. It is odd in \(\mathbf k\), so \(\langle\sigma_n\rangle_0=0\). Therefore

\[
\langle\mathbf v\rangle=\frac{\hbar\mathbf k_d}{m}=-\frac{e\tau}{m}\mathbf E .
\]

The current density, for sheet density \(n\), is \(\mathbf j=-en\langle\mathbf v\rangle\). It points along \(\mathbf E\), opposite to \(\mathbf k_d\).

For a current at angle \(\varphi_j\) from [100], \(\mathbf k_d=-k_d(\cos\varphi_j,\sin\varphi_j)\). Its component along \(\mathbf e_+\) is \(-k_d\cos(\varphi_j-45^\circ)\). With \(\mathbf B=2\langle\mathbf w\rangle/(g\mu_B)\), equation (3) gives

\[
\boxed{\;\mathbf B=-\frac{4\alpha k_d}{g\mu_B}\cos(\varphi_j-45^\circ)\,\mathbf e_-\;} \tag{4}
\]

For current along \([1\bar10]\), \(\varphi_j=-45^\circ\), the cosine is zero and the field vanishes. For current along [110] the cosine is 1, and the field has its largest magnitude, \(4|\alpha|k_d/(|g|\mu_B)\). This is twice what the Rashba coupling alone would give. Turning the current changes the size and sign of \(\mathbf B\), but its axis stays along \([1\bar10]\).

The names of the diagonals depend on the sign of \(\beta\). For \(\beta=-\alpha\),

\[
\mathbf w=\alpha(k_y-k_x)(1,1),
\]

so the field vanishes for current along [110] and is largest along \([1\bar10]\). A rotation of the axes by 90° about \(z\) has the same effect: it leaves the Rashba term unchanged and reverses the sign of the Dresselhaus term. A statement about "the" diagonal therefore has a meaning only together with a convention for the axes and signs.

### (d) What vanishes and what does not

Equation (3) contains only \(k_+\). A drift along \([1\bar10]\) does not change the mean of \(k_+\), which stays zero. A single electron, however, generally has \(k_+\ne0\) and feels a field.

The mean square follows from (1) with \(G=k_+^2\):

\[
\langle k_+^2\rangle=\langle k_+^2\rangle_0+2(\mathbf k_d\cdot\mathbf e_+)\langle k_+\rangle
=\langle k_+^2\rangle_0+2(\mathbf k_d\cdot\mathbf e_+)^2 .
\]

For drift along \([1\bar10]\) the last term is zero, so the rms field keeps its equilibrium value. The zero in (4) is thus a cancellation between electrons with opposite \(k_+\).

### (e) Numbers

The relaxation time is \(\tau=m\mu/e=3.81\) ps, where \(\mu\) is the mobility. The drift speed is

\[
v_d=\mu E=(10^5\ \text{cm}^2/\text{Vs})(1\ \text{V/cm})=10^5\ \text{cm/s},
\]

and \(k_d=mv_d/\hbar=5.787\times10^{-4}\) nm⁻¹. This is about 0.5% of the Fermi wavevector, 0.1121 nm⁻¹.

For current along [110] the splitting is

\[
4\alpha k_d=4(0.3\ \text{meV nm})(5.787\times10^{-4}\ \text{nm}^{-1})=0.694\ \mu\text{eV}.
\]

Division by \(|g|\mu_B\) gives \(B=30.0\) mT. Since \(g\) is negative, (4) puts this field along \(+[1\bar10]\). The four main directions are:

| Current | Splitting (µeV) | \(B\) along \([1\bar10]\) (mT) |
|---|---|---|
| [100] | 0.491 | 21.2 |
| [110] | 0.694 | 30.0 |
| [010] | 0.491 | 21.2 |
| \([1\bar10]\) | 0 | 0 |

The values for [100] and [010] are smaller than the maximum by \(\cos45^\circ\).

The zero is sensitive to alignment and tuning. A current 1° away from \([1\bar10]\) gives \(30\sin1^\circ=0.52\) mT. If instead the alignment is perfect but \(\alpha\) is 5% larger than \(\beta\), (2) leaves a splitting \(2|\alpha-\beta|k_d\), which corresponds to 0.75 mT.

The single-electron fields of part (d) are much larger. If the small effect of the spin splitting on the equilibrium distribution is neglected, that distribution is isotropic and \(\langle k_+^2\rangle_0=\langle k^2\rangle_0/2\). The rms splitting is then \(4\alpha\sqrt{\langle k^2\rangle_0/2}=67.5\) µeV, about a hundred times the largest drift-induced splitting.

The level broadening \(\hbar/\tau=173\) µeV exceeds both splittings. The 0.694 µeV is by definition the splitting in the averaged field, not a gap between two sharp levels of a single electron.

### (f) The cubic term

The bulk Dresselhaus Hamiltonian, in the sign convention used here, is

\[
-\gamma\left[\sigma_xk_x(k_y^2-k_z^2)+\sigma_yk_y(k_z^2-k_x^2)+\sigma_zk_z(k_x^2-k_y^2)\right].
\]

Average it over the bound state of the well, for which \(\langle k_z\rangle=0\). The terms with \(\langle k_z^2\rangle\) give the linear coupling, with \(\beta=\gamma\langle k_z^2\rangle\). What remains is

\[
H_3=-\gamma(k_xk_y^2\sigma_x-k_yk_x^2\sigma_y).
\]

The average of \(k_xk_y^2\) follows from repeated use of (1), again with an isotropic equilibrium distribution:

\[
\begin{aligned}
\langle k_y^2\rangle&=\tfrac12\langle k^2\rangle_0+2k_{dy}^2,\qquad
\langle k_xk_y\rangle=2k_{dx}k_{dy},\\
\langle k_xk_y^2\rangle&=k_{dx}\langle k_y^2\rangle+2k_{dy}\langle k_xk_y\rangle
=\tfrac12\langle k^2\rangle_0k_{dx}+6k_{dx}k_{dy}^2 .
\end{aligned}
\]

The average of \(k_yk_x^2\) follows by exchanging \(x\) and \(y\). To first order in the drift, \(H_3\) has the same form as the linear Dresselhaus term and only changes its strength:

\[
\beta\;\to\;\beta_{\rm eff}=\beta-\tfrac12\gamma\langle k^2\rangle_0 .
\]

The condition for the zero becomes \(\alpha=\beta_{\rm eff}\). At that setting, the terms of third order in \(k_d\) leave a splitting \(6\gamma k_d^3\) for drift along \([1\bar10]\). To see this, put \(k_{dx}=-k_{dy}\) with \(|k_{dx}|=k_d/\sqrt2\). Both components of \(\langle\mathbf w\rangle\) then have magnitude \(6\gamma k_d^3/(2\sqrt2)\), so \(|\langle\mathbf w\rangle|=3\gamma k_d^3\). Unlike the linear result of part (b), this term depends on the shape of the distribution. The factor 6 belongs to the single-\(\tau\) model. A Fermi sea shifted rigidly by \(\mathbf k_d\) gives a splitting \(\gamma k_d^3\), six times smaller.

For hard walls 15 nm apart, \(\langle k_z^2\rangle=(\pi/15\ \text{nm})^2\) and \(\gamma=\beta/\langle k_z^2\rangle=6.84\) meV nm³. The reduction of \(\beta\) at 4 K is 0.0217 meV nm, or 7% of \(\beta\). Finite barriers let the wave function spread and lower \(\langle k_z^2\rangle\). For barriers of 200 to 250 meV, with \(\beta\) held at 0.3 meV nm, the reduction is about 13%. The numbers that follow are for hard walls. With \(\alpha\) still at 0.3 meV nm, an electric field along \([1\bar10]\) now produces 1.08 mT instead of zero. Retuning exactly to \(\alpha=\beta_{\rm eff}\), close to 0.278 meV nm, lowers this to about 0.3 µT. An error of only \(10^{-4}\) meV nm in \(\alpha\) would already leave about 5 µT. The maximum, for an electric field along [110], is then 27.8 mT. The current's own magnetic field, 0.2 µT just outside the sheet, is similar in size to the 0.3 µT left after exact retuning.

These numbers are averages over all electrons, as the problem defines \(\mathbf B\). A small spin polarization in a degenerate gas sits at the Fermi edge, with weight \(-\partial f/\partial E\), and it is this population whose precession is measured. If it drifts with the same \(\mathbf k_d\), the linear result (4) is unchanged, but \(\langle k^2\rangle_0\) is close to \(k_F^2\) instead of \(k_F^2/2\), where \(k_F\) is the Fermi wavevector. The reduction of \(\beta\) then doubles to 0.043 meV nm, or 14%, for hard walls. The field along \([1\bar10]\) is 2.15 mT at \(\alpha=0.3\) meV nm and still 1.07 mT at \(\alpha=0.278\) meV nm, and the zero lies near \(\alpha=0.257\) meV nm.

### Comparison with real wells

The parameters lie in the rough range of n-type GaAs wells at low temperature. Equal couplings are a special setting, which has to be reached through the well width, the doping or a gate voltage. The \(g\) factor of such wells varies with their width. At fixed couplings and drift, this changes \(B\) as \(1/|g|\) but leaves the splitting unchanged.

The tuning is easily disturbed, since \(\beta_{\rm eff}\) depends on density and temperature. If the electrons keep the heat from the current for a time of 1 ns, a rough assumption, they warm from 4 K to about 8.6 K. For hard walls the retuned zero then moves to about 30 µT, near 0.1% of the maximum. For barriers of 200 to 250 meV, retuned in the same way, it moves to about 55 µT, near 0.2%. This sensitivity belongs to the average over all electrons. With the Fermi-edge weight the mean energy is \(E_F/(1-e^{-E_F/k_BT})\), with \(E_F\) the Fermi energy, and it hardly changes while the gas stays degenerate. For hard walls, tuned for that weight, the same heating moves the residual only from about 0.3 to 0.5 µT.

Two other neglected effects are modest here. For hard walls the second subband lies 74.8 meV above the first. Barriers of 200 to 250 meV, with the same mass throughout, lower this to about 50 meV, still far above the Fermi energy of 7.15 meV. For hard walls, the confinement and Fermi energies together are 2.1% of a rough band gap of 1.5 eV, so the corrections to a constant mass are a few per cent.

Room temperature is a different regime. The thermal energy, 0.345 meV at 4 K, grows 75-fold to about 26 meV and exceeds the Fermi energy. The mean kinetic energy rises from about half the Fermi energy to somewhat more than the thermal energy, roughly eightfold. The cubic reduction grows by the same factor. It reaches more than half of \(\beta\) for hard walls and about the whole of \(\beta\) for barriers of 200 to 250 meV, so the 4 K tuning no longer gives a zero. These estimates leave out the second subband, which also holds some of the electrons at room temperature.

For a magnetic device, one more condition applies. \(\mathbf B\) is the spin-orbit field averaged over the conduction electrons in the well. It does not itself act on a nearby magnet. A torque needs a coupling between the magnet and those electrons, such as exchange, and its size does not follow from \(\mathbf B\) alone. The numerical output below lists the values of the worked example.

## Computed results

```
Effective mass: 0.067 m0
g factor: -0.4
Rashba alpha: 0.3 meV nm
Dresselhaus beta: 0.3 meV nm
Electron density: 2e+11 cm^-2
Mobility: 1e+05 cm^2/Vs
Well width: 15 nm
Temperature: 4 K
Electric field: 1 V/cm
Relaxation time: 3.81 ps
Drift speed: 1e+05 cm/s
Drift wavevector: 0.0005787 1/nm
Fermi wavevector: 0.1121 1/nm
Fermi energy: 7.15 meV
Current [100]: splitting 0.491 ueV
  B along [1-10] 21.21 mT, along [110] 0.00 mT
Current [110]: splitting 0.694 ueV
  B along [1-10] 30.00 mT, along [110] 0.00 mT
Current [010]: splitting 0.491 ueV
  B along [1-10] 21.21 mT, along [110] 0.00 mT
Current [1-10]: splitting 0.000 ueV
  B along [1-10] 0.00 mT, along [110] 0.00 mT
Field for Rashba alone, any direction: 15 mT
Field, current 1 degree off [1-10]: 0.523 mT
Field along [1-10] current, alpha 5% too big: 0.75 mT
Rms splitting of single electrons: 67.5 ueV
Cubic coupling gamma: 6.84 meV nm^3
Cubic reduction of beta: 0.0217 meV nm
Cubic residual field, [1-10] current: 1.08 mT
Retuned alpha: 0.2783 meV nm
Residual field after retuning: 0.34 uT
Field for [110] current after retuning: 27.8 mT
Assumed energy-relaxation time: 1 ns
Heated electron temperature: 8.6 K
Residual field after heating: 30 uT
Second subband above first: 74.8 meV
Assumed rough band gap: 1.5 eV
Nonparabolicity, energy over gap: 2.1 %
Level broadening hbar/tau: 173 ueV
Thermal energy kT: 345 ueV
Sheet current: 3.2 uA/cm * 1e3
Magnetic field of the current: 0.2 uT
```
